# Ferromagnetic Pinholes Against Antiferromagnetic Coupling: A Twisted-Bridge Estimate

## One bridge, two rigid layers

Two identical ferromagnetic layers, magnetized in plane, are separated by a spacer of thickness $t=1$ nm. The spacer favours antiparallel magnetizations. Here and there the ferromagnet runs straight through it, and such a pinhole favours parallel magnetizations.

Suppose first that the layers are rigid and antiparallel. The magnetization in a pinhole must then turn by $\pi$ over the length $t$. With exchange energy density $A|\nabla\mathbf m|^2$, where $\mathbf m$ is the unit magnetization and $A=10$ pJ/m, a uniform twist has $|\nabla\mathbf m|=\pi/t$. Its energy per unit pinhole area is

$$A\left(\frac{\pi}{t}\right)^2 t=\frac{\pi^2A}{t}=9.87\times 10\ \mathrm{mJ/m^2}=98.7\ \mathrm{mJ/m^2},$$

or $6.16\times10^{-3}$ eV/Å$^2$. Write the spacer coupling energy as $+J\cos\theta$ per unit area, where $\theta$ is the angle between the layers and $J=1$ mJ/m$^2$ ($6.24\times10^{-5}$ eV/Å$^2$) is the positive size of the antiferromagnetic coupling. Going from parallel to antiparallel gains $J-(-J)=2J$. If pinholes cover a fraction $f$ of the area, gain and cost balance when $f\pi^2A/t=2J$:

$$f_0=\frac{2Jt}{\pi^2A}=\frac{2}{98.7}\approx 2.0\ \text{percent}.$$

This is the estimate sought. It leaves two questions open: what state the layers adopt at this coverage, and whether they are rigid enough for it to hold. The algebra is classical and contains neither $\hbar$ nor the electron's charge or mass, so it reads the same in atomic units.

## The energy at any angle

Let $\vartheta(z)$ be the angle between $\mathbf m(z)$ in the bridge and its direction $\mathbf e$ at the lower end. Writing $\mathbf m=\mathbf e\cos\vartheta+\mathbf n\sin\vartheta$, with $\mathbf n$ a unit vector perpendicular to $\mathbf e$, gives

$$|\mathbf m'|^2=\vartheta'^2+\sin^2\!\vartheta\,|\mathbf n'|^2\ \ge\ \vartheta'^2 .$$

Leaving the plane therefore cannot lower the energy. The Cauchy–Schwarz inequality gives

$$\theta^2=\left(\int_0^t\vartheta'\,dz\right)^2\le t\int_0^t\vartheta'^2dz ,$$

with equality for constant $\vartheta'$. The least bridge energy per unit pinhole area is thus $A\theta^2/t$, for $0\le\theta\le\pi$. Averaged over the film,

$$e(\theta)=J\cos\theta+\kappa\theta^2,\qquad \kappa=\frac{fA}{t}.$$

Here the coupling acts on the whole area. If it acts on the uncovered part alone, the balance becomes $2J(1-f)=f\pi^2A/t$. Hence $f/(1-f)=f_0$, so $f=f_0/(1+f_0)=1.99$ percent, a negligible change.

## Balanced does not mean decoupled

At $f_0$ the two collinear states have the same energy, but neither is the ground state. The slope is

$$e'(\theta)=-J\sin\theta+2\kappa\theta .$$

At $\theta=\pi$ it equals $2\pi\kappa>0$, so the energy falls as the angle drops below $\pi$. In this model any coverage cants the antiparallel state. The reason is that the spacer energy is flat at $\pi$, while the twist energy still has a finite slope there.

At $\theta=0$ the slope vanishes and the curvature is $e''(0)=2\kappa-J$. For $2\kappa<J$ the parallel state is unstable, and the minimum lies between the two ends, where

$$\frac{\sin\theta}{\theta}=\frac{2\kappa}{J}.$$

This has one solution. The derivative of the left side is $(\theta\cos\theta-\sin\theta)/\theta^2$. Its numerator is zero at $\theta=0$ and has derivative $-\theta\sin\theta<0$, so the left side falls steadily from 1 to 0. For $2\kappa\ge J$ no such solution exists, and the parallel state is the minimum. That requires

$$f_\parallel=\frac{Jt}{2A}=\frac{1}{2\times10}=5\ \text{percent}.$$

For small coverage put $\theta=\pi-\delta$. Then $\sin\theta=\sin\delta\approx\delta$, and $J\delta=2\kappa(\pi-\delta)$ gives

$$\delta\approx\frac{2\pi\kappa}{J+2\kappa}.$$

At $f=1$ percent, $\kappa=0.1$ mJ/m$^2$ and $\delta\approx0.628/1.2=0.52$ rad, or 30°. The full equation gives $\theta=148.7°$, a canting of 31.3°. Half the balancing coverage is enough to spoil the antiparallel alignment visibly.

At $f_0$ the right side of the equation is $2\kappa/J=4/\pi^2=0.405$, and the solution is $\theta=121°$. With $\kappa=0.2026$ mJ/m$^2$ and $\theta=2.113$ rad, the energy is $-0.516+0.905\approx0.39$ mJ/m$^2$, well below the 1 mJ/m$^2$ of both collinear states. Without anisotropy, the net moment of two equal layers is $\cos(\theta/2)=0.49$ of its saturated value.

## Two other meanings of "cancel"

One may ask instead when the $\cos\theta$ part of the energy vanishes. Extend $\theta^2$ as an even function to $[-\pi,\pi]$. Its cosine coefficients follow from two integrations by parts:

$$a_n=\frac2\pi\int_0^\pi\theta^2\cos n\theta\,d\theta=-\frac{4}{\pi n}\int_0^\pi\theta\sin n\theta\,d\theta=\frac{4(-1)^n}{n^2}.$$

The boundary term of the first integration vanishes because $\sin n\pi=0$; the second uses $\int_0^\pi\theta\sin n\theta\,d\theta=-\pi(-1)^n/n$. So $a_1=-4$ and $a_2=1$. The bilinear coefficient is $J-4\kappa$, which vanishes at

$$f_1=\frac{Jt}{4A}=2.5\ \text{percent}.$$

The next term, $\kappa\cos2\theta=2\kappa\cos^2\theta-\kappa$, is a biquadratic coupling with coefficient $2\kappa=0.5$ mJ/m$^2$ at this coverage. Being positive, it favours 90°. The higher harmonics move the minimum: $e'(\pi/2)=-1+0.5\times1.571=-0.21$ mJ/m$^2$ per radian is negative, so the minimum lies above 90°.

One may also judge the coupling by the field $H$ that holds the layers parallel. For layers of thickness $d$ and magnetization $M_s$, the Zeeman energy is $-2\mu_0M_sdH\cos(\theta/2)$, with curvature $\mu_0M_sdH/2$ at $\theta=0$. Local stability then needs

$$\tfrac12\mu_0M_sdH\ge J-2\kappa .$$

At $f_0$ the right side is still $(1-0.405)J\approx0.6J$. A stack whose collinear energies balance would, by this measure, appear to keep 60 percent of its coupling.

## Layers that bend around the pinhole

Real layers share the twist. For a coplanar rotation by an angle $\varphi$, the exchange energy is $A\int|\nabla\varphi|^2dV$. Its minimum obeys $\nabla^2\varphi=0$, with zero normal derivative on free surfaces. This is the problem of a current through a conductor of unit conductivity. The energy is $AG\theta^2$, with $G$ the conductance. For a pinhole of radius $a$ write $G=\pi a^2/L$; rigid layers give $L=t$, and soft layers lengthen the bridge to $L>t$.

For thick layers $L$ can be bounded. A current density $j$ entering a half-space through the disc-shaped mouth produces the potential $\frac{1}{2\pi}\int j\,dS'/s$ at a point of the mouth, where $s$ is the distance. In polar coordinates about that point $dS'=s\,ds\,d\psi$, so the potential is $\frac1{2\pi}\int_0^\pi d\psi\int j\,ds$, the inner integral running along a full chord.

*Lower bound.* Force $\varphi$ to be constant over each mouth. This restricts the trial functions, so it raises the energy and $G$ and lowers $L$. For total current $I$, take $j=I/(2\pi a\sqrt{a^2-r^2})$. On a chord of half-length $\ell$, with $x$ measured from its midpoint, $a^2-r^2=\ell^2-x^2$, and $\int_{-\ell}^{\ell}dx/\sqrt{\ell^2-x^2}=\pi$ for every chord. The potential is therefore constant, as required:

$$\frac{1}{2\pi}\cdot\pi\cdot\frac{I}{2\pi a}\cdot\pi=\frac{I}{4a}.$$

The resistance $1/(4a)$ adds $\pi a^2/(4a)=\pi a/4$ to $L$ at each mouth.

*Upper bound.* Force the current to be uniform, $j=I/(\pi a^2)$. The true current has the least dissipation for given $I$: any change that keeps $I$ and conserves current is orthogonal to $\nabla\varphi$, so it can only add its own square. The forced current thus overestimates the resistance. It needs the mean potential over the disc. For each direction, the integral of the chord length over the disc is $\int_{-a}^{a}4(a^2-p^2)\,dp=16a^3/3$, where $p$ is the chord's distance from the centre. The mean potential is

$$\frac{1}{\pi a^2}\cdot\frac1{2\pi}\cdot\frac{I}{\pi a^2}\cdot\pi\cdot\frac{16a^3}{3}=\frac{8I}{3\pi^2a},$$

which adds $8a/(3\pi)$ per mouth. With two mouths,

$$t+\frac{\pi a}{2}\le L\le t+\frac{16a}{3\pi}.$$

For $a=1$ nm this is 2.57 to 2.70 nm. A numerical solution with layers 12 nm thick and 12 nm in radius, held at their outer boundaries, gives 2.59 nm on a 0.1 nm grid, which falls to 2.57 nm when the mesh is refined at the pinhole rim. The bounds are for unbounded layers, and the finite box shortens $L$ by roughly $a^2/R\approx0.08$ nm, with $R$ the box radius; allowing for this gives about 2.64 nm, within the range. For $a\ll t$ the rigid result returns; for $a\gg t$ most of the twist sits in the layers.

## Coverage needed with soft layers

Take layers of thickness $d=3$ nm and one pinhole in a circular cell of radius $R$, so that $f=a^2/R^2$. The spacer area is $S=\pi(R^2-a^2)$. Hold the layers antiparallel at the cell edge and compare with the parallel state, whose energy is $JS$.

The antiparallel energy is at least $\pi^2AG-JS$, because the exchange part is at its minimum and $\cos\theta\ge-1$ everywhere. Setting this equal to $JS$ gives $\pi^2A\,\pi a^2/L=2J\pi(R^2-a^2)$, or

$$\frac{f}{1-f}=f_0\,\frac{L}{t}.$$

Since the energy was underestimated, this coverage is an upper bound. Using the Laplace solution as a trial state, with the coupling lost near the pinhole included, overestimates the energy and gives a lower bound.

For $a=1$ nm the numerical solution has $L=2.53$ nm, so $f/(1-f)=2.03\times2.53=5.1$ percent, which puts the upper bound at 4.9 percent on this grid; on the same grid the trial state puts the lower bound at 4.8 percent. For $a=0.5$ nm, $L=1.76$ nm and both bounds round to 3.4 percent. These values come from a grid of spacing $a/10$ and are not fully converged: halving the spacing in one 1 nm case changed $G$ by 0.7 percent. With the mesh refined at the pinhole rim, the 1 nm case has $L=2.51$ nm and bounds of 4.7 and 4.8 percent, and minimizing exchange and coupling together gives 4.72 percent, close to the trial state. The result is best read as about 4.7 percent. For $a=0.5$ nm both bounds still round to 3.4 percent.

The rigid twist is itself an allowed state, so softness can only raise the balancing coverage, as long as the parallel state keeps its energy $JS$. That holds for the cells used here. In cells wider than roughly $R\approx2.4\sqrt{Ad/J}\approx13$ nm the parallel state held at the edge can itself cant inside the cell, and the comparison must be redone. For given $J$, $t$ and $A$, two percent is the rigid-layer limit.

## Comparison and the real stack

| Condition | Coverage (percent) |
|---|---|
| Equal collinear energies, rigid | 2.0 |
| No bilinear part, rigid | 2.5 |
| Parallel state stable, rigid | 5.0 |
| Equal collinear energies, soft, $a=0.5$ nm | 3.4 |
| Equal collinear energies, soft, $a=1$ nm | about 4.7 |

The coupling and thicknesses are round numbers of the order met in cobalt/ruthenium/cobalt synthetic antiferromagnets, not data for one stack. Coupling through ruthenium oscillates in sign and size with spacer thickness, so for a real device $J$ and $t$ must be taken from the same stack. The stiffness is only about a third of that of bulk cobalt, roughly 30 pJ/m, which would give $f_0\approx0.7$ percent. The low value is meant for a narrow, possibly intermixed bridge. The soft-layer results use it for the layers too; stiffer layers would bend less and bring those results closer to the rigid one. Since $f_0\propto1/A$, doubling $A$ at fixed $J$ and $t$ would halve the estimate to 1 percent, while lowering it by 20 percent gives 2.5 percent. The assumption of rigid layers matters about as much as a factor of two in $A$: dropping it multiplies the coverage by about 1.7 to 2.4 for the two radii, if layers and bridge have the same $A$. Real pinholes also vary in size and spacing, which the regular cell ignores.

In-plane anisotropy is left out. With a common easy axis it barely shifts the balance between the two collinear states along that axis, since only the twisted regions pay for it, but it resists canting. For an anisotropy energy density $K$ the effect on canting is large once $Kd$ is comparable to $J$, which for $d=3$ nm means $K$ near 0.3 MJ/m$^3$.

Three other effects are smaller:

- With planes 0.2 nm apart the bridge has five bonds, each turned by 36°. Its energy is 0.97 of the continuum value, which raises $f_0$ by about 3 percent of itself.
- The magnetostatic self-energy of the bridge is at most $\mu_0M_s^2t/2=1.2$ mJ/m$^2$ for $M_s=1.4$ MA/m, or 1.2 percent of the twist energy. Stray fields of the layers are left out.
- A rigidly held pinhole stores 0.48 eV at $a=0.5$ nm and 1.9 eV at 1 nm, against a thermal energy of 0.026 eV at 300 K. Thermal agitation does not swamp the twist, though heating also changes $A$ and $J$.

If antiparallel alignment is the aim, a tolerance of 2 percent is too generous for rigid layers without in-plane anisotropy: 1 percent already cants them by 31°. An easy axis along the antiparallel direction would reduce this angle. The canting of soft layers was not computed here. The numerical output below lists the values used.

## Table of computed values

```
Coupling size J: 1.00 mJ/m2 = 6.242e-05 eV/angstrom^2
Stiffness A: 10.0 pJ/m = 6.242e-03 eV/angstrom
Spacer thickness t: 1.00 nm; layer thickness d: 3.0 nm
A/t: 10.00 mJ/m2
Bridge energy at 180 deg, per pinhole area: 98.70 mJ/m2
  same: 6.160e-03 eV/angstrom^2
Coverage, equal collinear energies f0: 2.026 percent
  same from relaxed 40-bond chain: 2.027 percent
  coupling on uncovered area only: 1.986 percent
Coverage, bilinear part vanishes: 2.50 percent
  biquadratic coefficient there: 0.500 mJ/m2
Coverage, parallel state stable: 5.00 percent
Canting angle at f0: 121.1 deg
Remanence cos(theta/2) at f0: 0.492
Canting angle at 1 percent: 148.7 deg
Thick layers, a = 1 nm, effective bridge length:
  computed 2.594 nm; bounds 2.571 to 2.698 nm
  box radius and depth: 12 nm
Change of G on halving the grid: 0.70 percent
Soft layers, pinhole radius 0.5 nm:
  effective bridge length: 1.76 nm
  needed coverage: 3.41 to 3.44 percent
  rigid twist energy per pinhole: 0.484 eV
Soft layers, pinhole radius 1.0 nm:
  effective bridge length: 2.53 nm
  needed coverage: 4.77 to 4.88 percent
  rigid twist energy per pinhole: 1.935 eV
Thermal energy at 300 K: 0.0259 eV
Plane spacing: 0.20 nm; bonds in bridge: 5
Discrete / continuum bridge energy: 0.9675
Magnetization: 1.40 MA/m
Magnetostatic bound in bridge: 1.23 mJ/m2
  relative to bridge energy: 1.25 percent
f0 with A lowered by 20 percent: 2.53 percent
```
